Why one helical edge pair has no elastic backscattering

## Part 1. A state and its time-reversed partner

Let Θ be an antiunitary operator with Θ² = −1, and let V be a Hermitian one-particle operator that Θ leaves unchanged, ΘVΘ⁻¹ = V. Then for every state ψ

⟨Θψ|V|ψ⟩ = 0. (1)

The states ψ and Θψ are called Kramers partners. Equation (1) removes direct scattering from a state into its partner. Scattering through intermediate states is a separate matter, and it needs a second assumption: the unperturbed Hamiltonian H₀ must also be unchanged by Θ. The full transition operator T(E), which sums all orders in V, then obeys ⟨Θφ|T(E)|φ⟩ = 0. If an edge has a single right mover φ at energy E, and its partner is the single left mover, the elastic reflection probability is zero.

The conclusion concerns static, one-particle scattering with no open route to another edge or to the bulk. It does not forbid reflection that changes the energy, reflection by a magnetic perturbation, or processes in which electrons scatter each other.

**1.1 One spin at rest**

The smallest case is a spin one-half with components ψ = (α, β). Let K denote complex conjugation and s_x, s_y, s_z the Pauli matrices. Time reversal is Θ = i s_y K. Since i s_y has rows (0, 1) and (−1, 0),

Θψ = (β*, −α*).

A second application gives (−α, −β), so Θ² = −1. The operator also reverses the spin. The matrices s_x and s_z are real and anticommute with s_y, so both change sign. The matrix s_y commutes with itself but is imaginary, so conjugation changes its sign.

The most general Hermitian perturbation has four real coefficients:

V = w₀ + w_x s_x + w_y s_y + w_z s_z.

The bra belonging to Θψ is the row (β, −α), because the bra conjugates the components once more. Hence

⟨Θψ|V|ψ⟩ = β(V₁₁α + V₁₂β) − α(V₂₁α + V₂₂β).

Insert V₁₁ = w₀ + w_z, V₂₂ = w₀ − w_z, V₁₂ = w_x − i w_y and V₂₁ = w_x + i w_y:

⟨Θψ|V|ψ⟩ = 2w_z αβ + w_x(β² − α²) − i w_y(α² + β²). (2)

The coefficient w₀ has cancelled. Time reversal changes the sign of the other three terms in V, so invariance requires w_x = w_y = w_z = 0, and (2) vanishes.

Two limits of (2) show what a magnetic term does. For spin up, α = 1 and β = 0, the element is −(w_x + i w_y): a transverse field flips the spin. A field along z leaves the element zero for this state. A perturbation that breaks time reversal may therefore couple partners, but it need not couple every pair.

**1.2 The spin begins to move**

A single spin allows just one invariant perturbation, a constant. Motion allows more. Take the simplest helical edge,

H₀ = v p s_z, p = −iħ d/dx,

with v > 0. The state φ_k = e^{ikx}(1, 0) has energy ħvk and velocity +v. Its partner is

Θφ_k = −e^{−ikx}(0, 1).

Here the momentum is −ħk and s_z = −1, so the energy is v(−ħk)(−1) = ħvk, unchanged. The velocity operator is v s_z, so the partner moves to the left.

A scalar potential U(x) cannot connect the two, since their spins are orthogonal at every point. That might suggest that the protection is merely conservation of s_z. A spin-orbit perturbation that flips the spin tests this idea:

V = ½[p b(x) + b(x) p] s_x.

The function b(x) is real and vanishes outside a finite region. Both p and s_x change sign under Θ, so their product does not, and V is invariant. The symmetrized order makes it Hermitian.

Let the final state be the left mover χ_q = −e^{−iqx}(0, 1), of energy ħvq. Since s_x turns spin up into spin down,

⟨χ_q|V|φ_k⟩ = −½ ∫ e^{iqx}(p b + b p)e^{ikx} dx.

In the second term, p acts on e^{ikx} and gives ħk. In the first, integration by parts moves p onto the final state, with no boundary term because b vanishes at the ends. The final state has momentum −ħq. Therefore

⟨χ_q|V|φ_k⟩ = −½ħ(k − q) ∫ b(x)e^{i(k+q)x} dx. (3)

For q = k the element is zero, although V flips the spin and b(x) can supply any momentum. The contributions of the two operator orders cancel. For q ≠ k the energy of the final state differs by ħv(q − k), and the element, which contains that difference as a factor, is in general nonzero. A real transition to such a state needs something besides the static V to take up the energy. What is protected is the relation between two particular states at one energy; conservation of spin is not required.

**1.3 Time reversal without components**

The general proof needs one property of Θ. In a fixed orthonormal basis write Θ = UK with U unitary. The inner product is linear in its second entry. For any two states,

⟨Θa|Θb⟩ = (Ua*)†(Ub*) = aᵀU†U b* = aᵀb* = ⟨b|a⟩. (4)

The superscript ᵀ is the transpose. An antiunitary operator thus preserves the size of an overlap and exchanges its two entries.

The condition Θ² = −1 reads UU* = −1. Multiplying on the right by Uᵀ, and using U*Uᵀ = (UU†)* = 1, gives

U = −Uᵀ.

The matrix U is antisymmetric. In n dimensions, det U = (−1)ⁿ det U, and det U is not zero, so n must be even. This fits the smallest case, where n = 2.

Now let V be any linear operator and define V′ = ΘVΘ⁻¹. Apply (4) with a = Θψ and b = Vψ:

⟨Θψ|Vψ⟩ = ⟨ΘVψ|Θ²ψ⟩
= −⟨ΘVψ|ψ⟩
= −⟨V′Θψ|ψ⟩
= −⟨Θψ|V′†ψ⟩. (5)

The first line exchanges the entries. The second uses Θ² = −1; this is where the minus sign arises. The third uses ΘV = V′Θ, and the last moves V′ to the other side of the inner product as its adjoint.

If V is invariant, V′ = V. If it is also Hermitian, V′† = V. Equation (5) then says that the matrix element equals its own negative, which proves (1). The choice V = 1 gives ⟨Θψ|ψ⟩ = 0: the partners are orthogonal, hence different states.

**1.4 Which assumption does what**

Equation (5) shows that V = V′† is sufficient. It is also necessary if the element is to vanish for every ψ. In components,

⟨Θψ|Vψ⟩ = ψᵀU†Vψ.

Call the matrix in the middle N = U†V. Taking ψ as one basis vector shows that each diagonal element of N must vanish. Taking the sum of basis vectors i and j then gives N_ij + N_ji = 0, so N is antisymmetric:

VᵀU* = −U†V.

From U = −Uᵀ follows U* = −U†. The condition becomes VᵀU† = U†V, or

V = UVᵀU†. (6)

Since V′ = UV*U†, the right side of (6) is V′†. For a Hermitian V, therefore, the element vanishes for every ψ if and only if V is invariant under time reversal.

The three assumptions can be removed one at a time.

If V is Hermitian but odd, V′ = −V, equation (5) reduces to the statement that the element equals itself. It imposes nothing, in agreement with the transverse field in (2).

If V commutes with Θ but is not Hermitian, split it as V = V₁ + iV₂ with V₁ and V₂ Hermitian. Because Θ conjugates the factor i, invariance makes V₁ even and V₂ odd. The even part drops out, and the element is i⟨Θψ|V₂|ψ⟩, which is generally nonzero.

A lossy potential behaves differently. Let V = −iΓ with Γ Hermitian and even. Then V′ = +iΓ and V′† = −iΓ = V, so (5) again gives zero. Absorption of this kind removes electrons without sending them into their partners, although it breaks time-reversal invariance.

If Θ² = +1, the minus sign in (5) is absent and an invariant Hermitian V is unrestricted. A spinless electron with Θ = K is an example. So is a pair of electrons: applying Θ to both gives a total square of (−1)(−1) = +1. The one-particle theorem therefore does not exclude processes that reverse two electrons together.

Numbers for one randomly drawn case show that these exceptions are not small. I took one spin one-half with six orbitals, twelve states in all, a normalized random state, and a Hermitian matrix made from complex entries whose real and imaginary parts were normally distributed with unit variance. Its even part gave |⟨Θψ|V|ψ⟩| = 2.3 × 10⁻¹⁶, which is rounding error. Its odd part gave 0.52. Multiplying the odd part by i makes a matrix that commutes with Θ but is not Hermitian; the element has the same magnitude, 0.52, as it must. With Θ replaced by K, the real part of the same matrix, which is invariant under K, gave 0.87. All these values are dimensionless.

**1.5 The partner in a crystal edge**

A real edge state extends into the material and mixes orbitals. Divide a uniform strip into slices of spacing a along the edge, numbered by j. With coupling between neighbouring slices,

(H₀ψ)_j = h₀ψ_j + h₁ψ_{j+1} + h₁†ψ_{j−1}.

A Bloch wave φ_j = e^{ikja}u satisfies H(k)u = Eu, where

H(k) = h₀ + h₁e^{ika} + h₁†e^{−ika}. (7)

Time reversal acts within each slice, and invariance of H₀ means that it leaves h₀ and h₁ unchanged. It conjugates the phase factors, so

ΘH(k)Θ⁻¹ = H(−k). (8)

Apply Θ to H(k)u = Eu. The energy is real, hence H(−k)Θu = EΘu. The partner is a Bloch wave at −k with the same energy. If the first band has energy E(k), the partner band has energy E(−q) at wavevector q. Its slope at q = −k is −dE/dk, so the partner has the opposite velocity.

The point k = 0 is a useful limit. There u and Θu are orthogonal and share one wavevector as well as one energy. An invariant perturbation that keeps the strip uniform has no element between them, by (1). It also has equal diagonal elements, because (4) gives

⟨Θu|VΘu⟩ = ⟨Θu|ΘVu⟩ = ⟨Vu|u⟩ = ⟨u|V|u⟩.

To first order it shifts the crossing of the two bands without opening a gap. The exact statement follows from (8) for the perturbed strip: at k = 0 each eigenstate still has an orthogonal partner at the same energy. This degeneracy does not by itself exclude a gap in a strip with two edges: coupling between the pair on one edge and the pair on the other can open one when the strip is narrow.

Equation (1) applies equally when V varies along the edge. Its first-order amplitude from φ to Θφ vanishes for any strength, range or spin structure allowed by the assumptions. An electron can still leave φ for some other state and reach Θφ from there, and (1) does not restrict either of those two steps separately.

## Part 2. From the matrix element to the reflection probability

The symbols carried over are these. Θ is time reversal, with Θ² = −1 and ⟨Θa|Θb⟩ = ⟨b|a⟩. H₀ describes a uniform strip with slice spacing a, and V is a perturbation confined to a finite length. Both are Hermitian and invariant. A right mover φ has slice vectors φ_j = e^{ikja}u with u†u = 1, and its partner Θφ is a left mover of the same energy. For any linear operator X, equation (5) states

⟨Θψ|X|ψ⟩ = −⟨Θψ|(ΘXΘ⁻¹)†|ψ⟩.

The element vanishes whenever (ΘXΘ⁻¹)† = X.

**2.1 Two steps**

At second order the electron passes through an intermediate state n of energy E_n. The partner Θn has the same energy, so both paths carry the same energy denominator. Their numerators add to

⟨Θφ|V|n⟩⟨n|V|φ⟩ + ⟨Θφ|V|Θn⟩⟨Θn|V|φ⟩.

Use (4) on each factor of the second product:

⟨Θφ|V|Θn⟩ = ⟨Θφ|ΘVn⟩ = ⟨Vn|φ⟩ = ⟨n|V|φ⟩,

⟨Θn|V|φ⟩ = ⟨ΘVφ|Θ²n⟩ = −⟨VΘφ|n⟩ = −⟨Θφ|V|n⟩.

The second product is minus the first, and the sum is zero. Each path may have a nonzero amplitude; the path and its time-reversed companion interfere destructively.

**2.2 All orders**

Let H = H₀ + V and G = (E + iη − H)⁻¹ with η > 0. The positive η selects outgoing waves and is taken to zero at the end. The transition operator is

T = V + VGV. (9)

Because Θ conjugates iη and leaves H unchanged,

ΘGΘ⁻¹ = (E − iη − H)⁻¹ = G†.

It follows that

ΘTΘ⁻¹ = V + VG†V = T†. (10)

The adjoint of (10) is (ΘTΘ⁻¹)† = T, the condition required above. Hence

⟨Θφ|T|φ⟩ = 0 (11)

for each η > 0, and so in the limit. No expansion in V was made. T itself is not Hermitian, but it has the one property that the proof needs.

For the random twelve-state example of Part 1, I added a random invariant H₀ and formed T at the complex energy 0.3 + 0.1i. The even perturbation gave |⟨Θψ|T|ψ⟩| = 4.7 × 10⁻¹⁶, and the odd one gave 0.255.

**2.3 The reflection amplitude**

The scattering state is ψ = φ + χ, where χ is the scattered wave. From (E + iη − H)χ = Vφ comes χ = GVφ. Therefore Vψ = Vφ + VGVφ = Tφ, and the wave can also be written with the Green function G₀ of the clean strip:

χ = G₀Tφ. (12)

The element of G₀ between slices j and i is

G₀(j, i) = (a/2π) ∫ dk e^{ik(j−i)a}[E + iη − H(k)]⁻¹,

taken over one Brillouin zone. Far to the left, j − i is large and negative, so the contour is moved into the lower half of the complex k plane. The two vertical sides cancel by periodicity. Poles at a finite distance from the real axis give waves that decay. Poles close to the axis satisfy δk = iη/(dE/dk), and those below it have negative velocity: they are the left movers.

Near such a pole the inverse matrix is the projector on the mode divided by E + iη − E(k), whose residue is −1/(dE/dk). The clockwise contour contributes −2πi. Together,

(a/2π)(−2πi)(−1/(dE/dk)) = ia/(dE/dk) = −ia/(ħv),

where v > 0 is the speed and dE/dk = −ħv. Far to the right the contour is moved up, and the right movers give the same factor −ia/(ħv).

Number the right movers by m and n. A current-normalized amplitude includes the factor √(v_n/v_m), which gives

r_nm = −ia⟨Θφ_n|T|φ_m⟩/(ħ√(v_n v_m)), (13)

t_nm = δ_nm − ia⟨φ_n|T|φ_m⟩/(ħ√(v_n v_m)). (14)

The outgoing mode n on the left is taken to be Θφ_n. With one pair, (11) and (13) give r = 0. Since V and H₀ are Hermitian, current is conserved, so |r|² + |t|² = 1 and |t| = 1.

The scalar barrier on the edge H₀ = v p s_z provides a limit that can be solved directly. For a right mover, −iħv dψ/dx = (E − U)ψ, so the barrier multiplies the free wave by

t = exp[−(i/ħv)∫U dx].

Its magnitude is one for any height. The first-order part, 1 − (i/ħv)∫U dx, agrees with (14), because a times the sum over slices becomes the integral.

**2.4 A magnetic barrier**

Now add a uniform term m s_x over a length L of the same edge. It is odd under Θ. With ε measured from the band crossing, the wave equation in the barrier is

dψ/dx = Qψ, Q = (iε s_z + m s_y)/(ħv).

The two matrices anticommute, so Q² = κ² with (ħvκ)² = m² − ε², and

ψ(L) = [cosh κL + (Q/κ) sinh κL]ψ(0).

Set ψ(0) = (1, r) and ψ(L) = (t, 0). The lower component gives

0 = im sinh κL + r(ħvκ cosh κL − iε sinh κL).

Taking the squared magnitude and using cosh² = 1 + sinh²,

|r|² = m² sinh² κL/(m² − ε² + m² sinh² κL). (15)

For m = 0 the reflection vanishes. At ε = 0 it is tanh²(mL/ħv), which approaches one for a long barrier. For |ε| > |m|, κ is imaginary. With ħvq = √(ε² − m²), (15) becomes

|r|² = m² sin² qL/(ε² − m² + m² sin² qL). (16)

**2.5 More than one pair**

Property (10) also relates different pairs. By (4),

⟨Θφ_n|Tφ_m⟩ = ⟨ΘTφ_m|Θ²φ_n⟩ = −⟨T†Θφ_m|φ_n⟩ = −⟨Θφ_m|Tφ_n⟩.

Equation (13) then gives r_nm = −r_mn. The diagonal elements vanish, but r₁₂ can be nonzero. If the two pairs belong to opposite edges, r₁₂ describes an electron that crosses the strip and returns along the other edge. For N pairs, det r = (−1)ᴺ det r. When N is odd the determinant vanishes, and some combination of incoming waves is transmitted without reflection.

**2.6 A strip with strong disorder**

For a numerical example I used a four-band lattice strip with spin matrices s and matrices σ acting on two orbitals, E and H. Its bulk Hamiltonian is

H = −DC + (M − BC)σ_z + A(S_x s_zσ_x − S_yσ_y) + λ(S_y s_x − S_x s_y)P_E + Δs_yσ_y.

Here C = (2/a²)(2 − cos k_xa − cos k_ya), S_x = sin(k_xa)/a and likewise S_y, and P_E projects on orbital E. The parameters are a = 5 nm, A = 0.36 eV nm, B = −0.70 eV nm², D = −0.50 eV nm², M = −10 meV, λ = 2 meV nm and Δ = 1.6 meV. The last two terms prevent conservation of s_z. A potential difference of 2 meV across the strip separates the wavevectors of the two edges.

The Fermi energy is zero, inside a bulk gap from −10.0 to 10.0 meV. The band edges lie slightly away from zero wavevector; at zero wavevector itself the bands are at ±10.1 meV. In a strip 300 nm wide, the right mover at the lower edge has k = −0.0249 nm⁻¹, ħv = 0.251 eV nm and a mean depth of 13 nm. The depth depends on the lattice spacing: at 1.67 nm it is 15 nm, while ħv changes by less than 1%. Its speed is 3.8 × 10⁵ m/s.

The scatterer is a patch 100 nm long and 80 nm deep at that edge. Each lattice cell receives random amounts of the six local even matrices: 1, σ_x, σ_z, s_xσ_y, s_yσ_y and s_zσ_y. The first has a coefficient of up to 30 meV of either sign, the others up to 10 meV. The leads were represented by surface Green functions found by decimation, and the linear equations for χ were solved slice by slice.

Over five disorder patterns, |⟨φ|V|φ⟩| ranged from 4.1 to 27 meV. The largest value corresponds to a first-order phase of 5 × 27.38/251.1 = 0.55 rad. First order is a poor guide here: the full phase of t, taken modulo 2π, had a magnitude between 1.5 and 2.9 rad in the five patterns. Forward scattering is therefore strong. The largest same-edge reflection from (13) was 2 × 10⁻²⁹, zero within rounding. The largest reflection into the other edge was 8 × 10⁻¹¹. The lowest transmission found from the current lay above one by 3 × 10⁻⁷, which is numerical error. The conductance per edge is (e²/h)|t|² = **38.74 μS**.

Narrowing the strip to 120 nm, with the first disorder pattern, the Fermi energy and the total edge-to-edge potential held fixed, raised the reflection into the other edge from 3 × 10⁻¹¹ to 2.5 × 10⁻⁴. The same-edge reflection remained zero within rounding. The size of the effect depends on the pattern: the other four patterns gave reflections into the other edge from 9 × 10⁻⁷ to 7 × 10⁻⁴. The second edge thus opens the route that r₁₂ allows.

Replacing the disorder in the wide strip by a uniform exchange term of 5 meV times s_x gave a same-edge reflection of 0.59. The transmission was 0.41 and the conductance fell to **15.8 μS**. This value holds at zero temperature and at this Fermi energy; shifting the Fermi energy by −1 or +1 meV gives 26.5 or 9.2 μS. It also depends on the lattice spacing: in a 160 nm strip with the same potential gradient, halving the spacing from 5 to 2.5 nm raises it from 15.75 to 16.06 μS. At zero Fermi energy |⟨Θφ|V|φ⟩| = 24.2 meV, and first order alone would predict (5 × 24.23/251.1)² = 0.23, well below the full result.

Equation (16) offers a better estimate. The sum of phases over twenty slices has magnitude |sin(20ka)/sin(ka)| = 4.90, so the effective exchange energy is 24.23/4.90 = 4.94 meV. A linear band gives |ε| = 0.02488 × 251.1 = 6.25 meV. Then qL = 1.52 and |r|² = 0.63, between 5 and 6% above the lattice value. The estimate neglects band curvature and the change of the mode inside the patch; I have not separated their effects.

**2.7 Temperature and real wells**

At 4 K the thermal energy is 0.345 meV. The nearer bulk band edge is 9.96 meV away, so the activation factor for bulk carriers, exp(−9.96/0.3447), is 3 × 10⁻¹³. In the 300 nm strip, with its finite width and the potential across it included, the nearest bulk subband edge is about 10.35 meV away, and the factor is about 10⁻¹³. Inelastic reflection is less restricted. The overlap of u with a left mover vanishes at the partner and varies smoothly with wavevector, so it generally grows linearly with a small mismatch and its square grows quadratically. The squared overlap was 3.0 × 10⁻⁷ for an energy change of 0.345 meV and 1.2 × 10⁻⁶ for 0.690 meV, a ratio of 4.1. At a spacing of 1.67 nm they become 3.1 × 10⁻⁷ and 1.3 × 10⁻⁶, with the same ratio. These are factors for a perturbation uniform across the slice and independent of spin and orbital; they are not scattering rates. Phonon and electron-electron rates were not calculated.

The band parameters are rough values in the regime of an inverted HgTe quantum well. The 5 nm lattice is a model in its own right, not a converged continuum calculation. Strips of 120 or 300 nm are narrow beside micrometre-scale devices, the cell-by-cell disorder is deliberately severe, and a well without magnetic atoms has no exchange field like the 5 meV used here. The exchange term is also simplified, because it acts equally on both orbitals. In a HgTe well orbital H derives from heavy holes, which respond only weakly to an in-plane field, and the edge mode has only about 15% of its weight on E. With the same term restricted to E, the model gives a reflection of 0.005 and a conductance of 38.5 μS. The 15.8 μS therefore illustrates what broken time reversal can do; it is not an estimate for a magnetic HgTe well. Measured edge conductance can be close to e²/h in devices about a micrometre long and can fall several times below it in much longer ones. In the longer ones the assumption of elastic, one-particle scattering is open to doubt. The 38.74 μS found here is therefore the value for a short, nonmagnetic edge well separated from its opposite edge, and not a prediction for a long device.
